# Word Failure After Single-Error Correction: The Quadratic Law

A bit-failure probability of \(7.6\times10^{-8}\) per day looks harmless. In a memory of \(2^{30}\) data bits, held as 64-bit words and rewritten correctly every day for 3650 days, it causes about \(3.0\times10^{5}\) word failures if no code is used. A code that repairs one wrong bit per word removes most of these failures, but the bit-failure probability alone does not say how many remain. A designer who assumes that the remainder is proportional to that probability will misjudge the effect of a hotter array or a longer interval between corrections. Counting 64 bits per word, when the code stores 71, makes the estimate 19% too low. The theorem below supplies the missing relation.

## Setting and assumptions

A word carries \(k\) data bits and \(r\) check bits, so \(n=k+r\) bits are stored. All \(n\) can fail, and "word length" means \(n\) unless data length is named. The assumptions are these.

1. At the start of an interval the stored word is correct.
2. At its end each bit is wrong with probability \(p\), independently of the others.
3. The decoder then repairs any single wrong bit, and it never changes more than one bit.

The word **fails** if the decoder does not return the written codeword. This covers a word flagged as uncorrectable and a word wrongly "corrected" without warning.

## The decoder

A Hamming code meets assumption 3. Number the bits \(1,\dots,n\), and write each number in binary with \(r\) digits. A word is a codeword if the bitwise exclusive-or, \(\oplus\), of the positions holding a 1 is zero. The check bits sit at positions \(1,2,4,\dots,2^{r-1}\). Each of them controls one binary digit of this sum, so the \(k\) data bits can be chosen freely.

On reading, the decoder forms the same sum, called the syndrome \(s\). The written word contributes zero, so \(s\) is the exclusive-or of the positions of the wrong bits. If \(s=0\), nothing is changed. If \(1\le s\le n\), bit \(s\) is flipped. If \(s>n\), the word is flagged.

The \(n\) positions must be distinct nonzero \(r\)-digit numbers, hence

\[
2^r\ge n+1=k+r+1 .
\]

For \(k=64\), six check bits do not suffice, since \(2^6=64<71\). Seven do, since \(2^7=128\ge72\). Thus \(n=71\).

**Lemma 1.** The word fails if and only if two or more bits are wrong.

*Proof.* With no wrong bit, \(s=0\) and the word is returned unchanged. With one wrong bit at position \(i\), \(s=i\) and that bit is repaired. With two or more wrong bits, the decoder changes at most one bit, so at least one error remains. ∎

For a pair of errors at \(i\ne j\), the syndrome \(i\oplus j\) is nonzero. It also differs from \(i\) and from \(j\), because neither position is zero. If it is at most \(n\), the decoder flips a third, healthy bit and returns three errors without warning. Of the 2485 pairs in the 71-bit word, 2037 end this way and 448 are flagged. As all pairs are equally likely, 82% of double errors are silent in this code.

An added overall parity bit would turn the silent pairs into flagged ones. A pair leaves the overall parity even while the syndrome is nonzero, which no single error does. The word is still not repaired, so it still counts as failed.

The definition of failure is slightly strict. If both wrong bits are check bits and the word is flagged, its data are intact. At most \(\binom72=21\) of the 2485 pairs are of this kind, which is less than 1%.

## The theorem

**Theorem.** Under assumptions 1 to 3, for \(n\ge2\) and \(0\le p\le1\), the word-failure probability is

\[
P(n,p)=1-(1-p)^n-np(1-p)^{n-1},
\]

and it obeys

\[
\binom n2p^2\left[1-\frac{2(n-2)p}{3}\right]\le P(n,p)\le\binom n2p^2 .
\]

Consequently, when \(np\ll1\),

\[
P\simeq\frac{n(n-1)}2\,p^2 ,
\]

which for long words becomes \(n^2p^2/2\).

*Proof of the exact formula.* A particular set of \(j\) bits is wrong, and the other \(n-j\) are right, with probability \(p^j(1-p)^{n-j}\), by independence. There are \(\binom nj\) such sets, and they are mutually exclusive. Therefore

\[
\Pr(j\text{ wrong})=\binom nj p^j(1-p)^{n-j}.
\]

By Lemma 1 the word survives for \(j=0\), with probability \((1-p)^n\), and for \(j=1\), with probability \(np(1-p)^{n-1}\). Subtracting both from 1 gives \(P\).

*Proof of the bounds.* Differentiate the three terms. The constant gives zero, and the second term gives \(+n(1-p)^{n-1}\). The product rule applied to the third gives

\[
-n(1-p)^{n-1}+n(n-1)p(1-p)^{n-2}.
\]

The terms in \((1-p)^{n-1}\) cancel, which leaves

\[
\frac{dP}{dp}=n(n-1)\,p\,(1-p)^{n-2}.
\]

Since \(P(n,0)=0\), integration yields

\[
P(n,p)=n(n-1)\int_0^p t(1-t)^{n-2}\,dt .
\]

For \(0\le t\le1\) and every integer \(m\ge0\),

\[
1-mt\le(1-t)^m\le1 .
\]

The right side is immediate. The left side holds for \(m=0\). If it holds for \(m\), multiplication by \(1-t\ge0\) gives

\[
(1-t)^{m+1}\ge(1-mt)(1-t)=1-(m+1)t+mt^2\ge1-(m+1)t ,
\]

so it holds for \(m+1\). Now set \(m=n-2\). The upper bound in the integral gives

\[
P\le n(n-1)\int_0^p t\,dt=\frac{n(n-1)}2p^2 ,
\]

and the lower one gives

\[
\begin{aligned}
P&\ge n(n-1)\left[\frac{p^2}{2}-\frac{(n-2)p^3}{3}\right]\\
&=\frac{n(n-1)}2p^2\left[1-\frac{2(n-2)p}{3}\right].
\end{aligned}
\]

∎

The first formula was tested against the decoder itself. For \(k=8\), \(n=12\) and \(p=0.03\), running the decoder on all \(2^{12}\) error patterns and adding the probabilities of those that fail gives 0.048649, in agreement with the formula.

## Reading the law and its limits

The square of \(p\) appears because failure needs two independent errors. The factor \(n(n-1)/2\) is the number of pairs that can supply them. Doubling the stored length at fixed \(p\) multiplies the leading term by

\[
\frac{2n(2n-1)}{n(n-1)}=4+\frac{2}{n-1},
\]

which tends to 4 for long words.

The condition is \(np\ll1\), and not merely \(p\ll1\). The bounds show that the leading term never underestimates \(P\), and that its excess, relative to itself, is at most \(2(n-2)p/3\). For \(n=71\), the ratio of \(P\) to the leading term is 0.994 at \(np=0.01\), 0.937 at \(np=0.1\), and 0.536 at \(np=1\). In the last case the quadratic law overstates the failure probability by nearly a factor of two.

A second limit shows what replaces it. Let \(n\to\infty\) with \(x=np\) fixed. Then \((1-x/n)^n\) and \((1-x/n)^{n-1}\) both tend to \(e^{-x}\), so

\[
P\to1-(1+x)e^{-x}.
\]

For small \(x\), the expansion \(e^{-x}=1-x+x^2/2+O(x^3)\) gives

\[
(1+x)e^{-x}=1-\frac{x^2}{2}+O(x^3),
\]

and hence \(P=x^2/2+O(x^3)\), as before. For large \(x\), \(P\to1\): nearly every word then has more errors than the code can repair.

### Scaling with data length

Take the smallest permitted \(r\). Since \(r-1\) check bits would not suffice, \(2^{r-1}<k+r\). For \(k\ge3\), \(r=k\) would already suffice, because \(2^k\ge2k+1\). The smallest \(r\) is therefore at most \(k\), so \(2^{r-1}<2k\) and

\[
r<2+\log_2k .
\]

Thus \(r/k\to0\) and \(n/k\to1\): the law is quadratic in data length only asymptotically. From \(k=64\) to 128, \(n\) grows from 71 to 136, and at fixed small \(p\) the failure probability grows by

\[
\frac{136\times135}{71\times70}=3.694,
\]

not by 4, because the check bits have not doubled.

A memory of fixed data capacity \(D\) contains \(D/k\) words. Its expected number of failures per interval is therefore

\[
\frac Dk\,\frac{n(n-1)}2\,p^2 ,
\]

which for long words is nearly proportional to \(k\). Longer words save check bits at the price of more failures.

## Unequal cells and correlated errors

Real cells are not identical. Whether this matters depends on how their differences are distributed.

**Proposition 2.** Let the bit-failure probabilities \(p_i\) in a word be drawn independently from a distribution with mean \(\bar p\), the bits failing independently once the \(p_i\) are given. The average word-failure probability is then \(P(n,\bar p)\).

*Proof.* For given \(p_i\), Lemma 1 yields

\[
P=1-\prod_i(1-p_i)-\sum_i p_i\prod_{j\ne i}(1-p_j).
\]

Each \(p_i\) enters each product at most to the first power. Because the \(p_i\) are independent, the average of each product is the product of the averages, so every \(p_i\) is replaced by \(\bar p\). ∎

If instead all bits of a word share one random \(p\), as when whole words differ in temperature, the average is \(\langle P(n,p)\rangle\). Differentiating \(dP/dp\) once more gives, for \(n\ge3\),

\[
\frac{d^2P}{dp^2}=n(n-1)(1-p)^{n-3}\,[1-(n-1)p].
\]

This is positive for \(p<1/(n-1)\). In that range \(P\) is convex, and a shared variation raises the average above \(P(n,\bar p)\). At leading order the factor is \(\langle p^2\rangle/\bar p^{\,2}\).

A test with six cells, where \(p\) is 0.02 or 0.10 with equal chance, separates the two cases. The formula at the mean gives 0.045925. Independent draws give the same value, and a shared draw gives 0.059976.

**Proposition 3.** Let a common cause, independent of the other errors, flip two given bits of a word with probability \(q\) per interval. The total failure probability \(P_{\rm tot}\) then satisfies

\[
q(1-2p-P)\le P_{\rm tot}-P\le q .
\]

*Proof.* Let \(P'\) be the failure probability when the event occurs. Then \(P_{\rm tot}=(1-q)P+qP'\), so \(P_{\rm tot}-P=q(P'-P)\). The upper bound follows from \(P'\le1\) and \(P\ge0\). After the event, the word can survive only if at least one of the two bits is flipped back by an independent error. That has probability at most \(2p\), so \(P'\ge1-2p\). ∎

Such an event adds a term linear in \(q\), with no second small factor. It produces \(2q\) bit errors per word, against \(np\) independent ones. It doubles \(P\) when \(q\simeq n(n-1)p^2/2\), that is, when the ratio of paired to independent bit errors is

\[
\frac{2q}{np}\simeq(n-1)p .
\]

The smaller \(p\) is, the fewer correlated errors it takes to spoil the quadratic law.

## A magnetic memory

Consider a spin-transfer-torque memory whose cells have two equally deep magnetic states separated by a barrier \(E\). Let \(\Gamma\) be the rate of thermal flips in either direction. A correct bit becomes wrong at rate \(\Gamma\), and a wrong bit returns at the same rate:

\[
\frac{dp}{dt}=\Gamma(1-p)-\Gamma p=\Gamma(1-2p).
\]

With \(p(0)=0\), the quantity \(1-2p\) decays as \(e^{-2\Gamma t}\), so

\[
p(t)=\tfrac12\left(1-e^{-2\Gamma t}\right),\qquad
\Gamma=\frac{e^{-E/k_{\rm B}T}}{\tau_0}.
\]

The second relation is the activated-rate model, with attempt time \(\tau_0\). Take a median barrier of 1.60 eV, \(\tau_0=1\) ns and \(T=358.15\) K. Then \(k_{\rm B}T=0.030863\) eV, \(E/k_{\rm B}T=51.84\) and \(\Gamma=3.06\times10^{-14}\ \mathrm{s^{-1}}\). In one day, \(86400\) s, the median cell fails with probability \(2.64\times10^{-9}\).

Let the barriers vary independently from cell to cell, with a normal distribution of relative width 5%. The standard deviation of \(E/k_{\rm B}T\) is then \(\sigma=2.592\). With \(z\) a standard normal variable, completing the square gives

\[
\langle e^{-\sigma z}\rangle=\int\frac{dz}{\sqrt{2\pi}}\,e^{-(z+\sigma)^2/2+\sigma^2/2}=e^{\sigma^2/2}=28.8 .
\]

The integrand is centred at \(z=-\sigma\), so the mean is governed by cells whose barriers lie about 2.6 standard deviations below the median. Even for these cells \(\Gamma t\) is only about \(2\times10^{-6}\) after one day, so \(p\simeq\Gamma t\) is proportional to \(e^{-E/k_{\rm B}T}\), and the median value is simply multiplied by this average. The mean bit-failure probability per day is

\[
p=28.8\times2.64\times10^{-9}=7.60\times10^{-8}.
\]

By Proposition 2, this mean is the value to use:

\[
P=\frac{71\times70}{2}\,(7.60\times10^{-8})^2=1.44\times10^{-11}\ \text{per day}.
\]

Here \(np=5.4\times10^{-6}\), deep in the quadratic regime. An uncorrected 64-bit word would fail with probability \(4.86\times10^{-6}\) per day, so correction reduces failures by a factor of \(3.4\times10^5\).

A capacity of \(2^{30}\) data bits makes \(2^{24}\) words. Over 3650 daily intervals, the expected number of failure events is

\[
2^{24}\times3650\times1.435\times10^{-11}=0.88 .
\]

This assumes that each day starts from a correct word, so a failed word must be restored from elsewhere. The same weak cells are present every day, which correlates the days, but expected numbers add regardless. The result counts events, not distinct words.

### The interval between corrections

Divide a fixed life into \(N\) intervals. As long as \(p\) is proportional to the interval, with total \(p_{\rm life}\), the expected number of failures per word is

\[
N\,\frac{n(n-1)}2\left(\frac{p_{\rm life}}N\right)^2=\frac1N\,\frac{n(n-1)}2\,p_{\rm life}^2 .
\]

Correcting every two days instead of daily doubles the expected events, from 0.88 to 1.76.

With a single correction at the end of life, proportionality would predict \(3650\times0.879\simeq3200\) failed words, but the model gives about 2760. Most of the difference arises because \(\tfrac12(1-e^{-2\Gamma t})<\Gamma t\): the weakest cells approach probability one half instead of failing in proportion to time. The mean \(p\) is then \(2.59\times10^{-4}\), below \(3650\times7.60\times10^{-8}=2.77\times10^{-4}\). The rest arises because the leading term exceeds the exact \(P\) by 1.2% of \(P\) at this \(p\).

### The model beside real devices

The inputs are rough values meant for this class of device, not data for a product, and ten years at 358 K is a demanding condition. The result is far more sensitive to them than its digits suggest. The following changes are made one at a time, with the other inputs fixed.

- **Barrier spread.** A width of 6% instead of 5% multiplies \(P\) by 19, which raises the expected events over life from 0.88 to about 17. At fixed median barrier, this is the largest multiplier among the changes to spread and temperature considered here. The normal shape of the distribution far below its median is itself an assumption.
- **Temperature.** An array 10 K hotter has \(P\) larger by a factor of 12 at fixed barrier. In a real magnet the barrier also falls on heating, which increases the factor: a fall of 1% over these 10 K would raise it to about 28. If half the words are 10 K colder and half 10 K hotter, the mean \(P\) is 1.7 times the formula evaluated at the mean \(p\).
- **Unequal states.** An offset field of a fraction \(h\) of the anisotropy field multiplies the two barriers of a uniaxial single-domain magnet by \((1\mp h)^2\). For random data, \(h=0.01\) doubles \(P\) and \(h=0.02\) multiplies it by about 9.5.
- **Correlated errors.** Paired errors double \(P\) when they amount to about five per million independent bit errors. Independence is thus a demanding assumption at this level of reliability.
- **Write errors.** At an assumed \(10^{-6}\) per bit, a day that begins with one complete rewrite brings 0.048 expected failures. About eighteen such days match the thermal failures of the whole life. A frequently rewritten memory would then be limited by writing, not by retention.
- **Reading.** A read current \(I\) that destabilizes the stored state multiplies the barrier by \((1-I/I_c)^2\), where \(I_c\) is the critical current, in the model of a single-domain magnet with uniaxial symmetry and spin polarization along its easy axis. Take a 10 ns read at \(I/I_c=0.2\), with the same ratio for every cell and \(\tau_0\) unchanged by the current. The stationary rate times the pulse length then gives a mean flip probability of about \(1.5\times10^{-13}\), so that \(4.9\times10^5\) reads per day, or six per second, would equal the thermal contribution. This figure is crude in two directions. In this model \(\tau_0=1\) ns corresponds to a relaxation time \(\tau_0\sqrt{E/(\pi k_{\rm B}T)}\approx4\) ns, and escape over the lowered barrier takes about 20 ns to build up. The Fokker–Planck equation of the model gives only about \(7\times10^{-16}\) for the 10 ns pulse, some 200 times less. On the other hand, if \(I_c\) is proportional to the barrier, the weak cells see a larger \(I/I_c\) at fixed current, which raises the mean four- to fivefold. With both effects, a few times \(10^7\) reads per day are needed. Consider reads numerous enough to equal the thermal contribution. If all bits of a word are in the destabilized state, and the word is still corrected only once a day, they double \(p\) and so quadruple \(P\).

The figure of 0.88 events therefore describes retention in this model, and does not predict the failures of a working memory. The quadratic law itself survives changes in barrier, spread and temperature that act through the mean \(p\), provided \(np\ll1\). If words differ in temperature but the bits of each word share it, the prefactor changes. For a fixed distribution of temperatures, and with \(p\) proportional to the interval, the failure probability still grows as the square of the interval. Single events that flip two or more bits of the same word add a term of their own, and the quadratic law fails once that term is no longer small beside \(n(n-1)p^2/2\). The numerical output below gives the values to more digits, and the dependence on data length from 16 to 512 bits.

## Values computed for the example and the checks

```
Decoder enumeration: n = 12 bits, p = 0.03, P = 0.048649
Data bits k = 64, check bits r = 7, stored bits n = 71
Fatal pairs: 2485; miscorrected 2037, flagged 448
Log slope of P in p: 1.999999; in n: 2.00072
n p = 0.01: P/leading = 0.99354, lower bound 0.99352
n p = 0.1: P/leading = 0.93748, lower bound 0.93521
n p = 1.0: P/leading = 0.53602, lower bound 0.35211
Six cells, p = 0.02 or 0.1: P at mean p = 0.045925
  independent spread 0.045925, shared variation 0.059976
Barrier = 1.60 eV, spread = 5 %, T = 358.15 K
Attempt time = 1 ns, life = 3650 days
Thermal energy kT = 0.030863 eV
Median barrier/kT = 51.842, its std deviation = 2.592
Median flip rate = 3.0569e-14 1/s
Bit failure per day without spread = 2.6412e-09
Spread factor exp(sigma^2/2) = 28.775
Mean bit failure per day p = 7.5995e-08
n p = 5.3956e-06
Word failure per day, exact P = 1.43513e-11
Word failure per day, leading = 1.43514e-11
Uncorrected 64-bit word failure per day = 4.8636e-06
Reduction by correction = 3.3890e+05
Data capacity = 1073741824 bits, words = 16777216
Expected failure events in life, daily correction = 0.8788
Same, correction every two days = 1.7574
Same, no code, daily rewrite = 2.9783e+05
One correction at end of life: p = 2.5866e-04, P = 1.6429e-04
  exact/leading = 0.98818, expected failed words = 2756.4
k = 16, n = 21: P/day = 1.2128e-12, growth -, life events 0.2971
k = 32, n = 38: P/day = 4.0600e-12, growth 3.348, life events 0.4972
k = 64, n = 71: P/day = 1.4351e-11, growth 3.535, life events 0.8788
k = 128, n = 136: P/day = 5.3016e-11, growth 3.694, life events 1.6233
k = 256, n = 265: P/day = 2.0201e-10, growth 3.810, life events 3.0927
k = 512, n = 522: P/day = 7.8530e-10, growth 3.887, life events 6.0111
Spread 6 % instead of 5 %: P per day times 19.11
Array 10 K hotter: P per day times 11.66
Half the words 10 K colder, half 10 K hotter: mean P / P(mean p) = 1.725
Paired fraction of bit errors that doubles P = 5.320e-06
Write error 1e-06 per bit: expected failures on a day with one full rewrite = 0.0483
Read: 10 ns at 0.2 of critical current, flip per read = 1.542e-13
Reads per day that equal thermal flips = 4.927e+05
```
